# Why the derivative of O^(-1/2) needs care in Hubbard forces: a numerical check

```python
"""
Result under test: for X = O^(-1/2), with O = V diag(a^2) V^T,
    dX_ij = - dO_ij / (a_i a_j (a_i + a_j))      (in the eigenbasis of O),
whereas the shortcut -O^(-3/2) dO / 2 is right only if O and dO commute.
The consequence is measured as a force error in a DFT+U-like model.

Model: atoms A, B, C on a line, each with a Gaussian well and a Gaussian
orbital phi. O is the overlap matrix of the phi. The Loewdin projector is
phi~_A = sum_a phi_a X_aA. Two electrons of opposite spin occupy one psi.
    E = 2 <psi|T+V|psi> + U n (1-n),   n = <phi~_A|psi>^2
Units: eV and angstrom. Error always means shortcut minus exact.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, solve_sylvester

KIN = const.hbar**2 / (2 * const.m_e) / const.e * 1e20   # hbar^2/2m, eV A^2
U = 5.0                                  # Hubbard parameter, eV
SIGMA = 0.7                              # orbital width, A
WIDTH = 0.6                              # well width, A
DEPTH = np.array([18.0, 20.0, 20.0])     # well depths of A, B, C, eV
CHAIN = np.array([0.0, 1.4, 3.0])        # positions of A, B, C, A
STEP = 0.005                             # finite-difference step, A
DX = 0.2
x = -8.0 + DX * np.arange(96)

# Kinetic energy in the sinc basis
diff = np.arange(len(x))[:, None] - np.arange(len(x))[None, :]
safe = np.where(diff == 0, 1, diff)
T = KIN / DX**2 * np.where(diff == 0, np.pi**2 / 3,
                           2.0 * (-1.0)**np.abs(diff) / safe**2)


def slope(f):
    """Fourth-order central difference of f(displacement) at zero."""
    h = STEP
    return (8 * (f(h) - f(-h)) - f(2 * h) + f(-2 * h)) / (12 * h)


def moved(R, atom, h):
    new = np.array(R, dtype=float)
    new[atom] += h
    return new


def orbitals(R):
    """Columns: normalized Gaussians times sqrt(grid spacing)."""
    u = x[:, None] - R[None, :]
    return np.exp(-u**2 / (2 * SIGMA**2)) * np.sqrt(DX) \
        / (np.pi * SIGMA**2)**0.25


def overlap(R):
    phi = orbitals(R)
    return phi.T @ phi


def power(O, p):
    lam, V = np.linalg.eigh(O)
    return (V * lam**p) @ V.T


def orbital_and_overlap_derivative(R, atom):
    phi = orbitals(R)
    dphi = np.zeros_like(phi)
    dphi[:, atom] = (x - R[atom]) / SIGMA**2 * phi[:, atom]
    half = dphi.T @ phi
    return dphi, half + half.T


def root_derivatives(O, dO):
    """Exact derivative of O^(-1/2) and three forms of the shortcut."""
    lam, V = np.linalg.eigh(O)
    a = np.sqrt(lam)
    kernel = 1 / (np.outer(a, a) * (a[:, None] + a[None, :]))
    left = -0.5 * power(O, -1.5) @ dO
    return {"exact": -V @ (kernel * (V.T @ dO @ V)) @ V.T,
            "left": left, "right": left.T, "symm": (left + left.T) / 2}


def ground_state(R, n=0.3):
    """Self-consistent energy, wave function, occupation, projector."""
    wells = np.exp(-(x[:, None] - R[None, :])**2 / (2 * WIDTH**2))
    h0 = T + np.diag(-wells @ DEPTH[:len(R)])
    proj = orbitals(R) @ power(overlap(R), -0.5)[:, 0]
    for _ in range(500):
        H = h0 + U / 2 * (1 - 2 * n) * np.outer(proj, proj)
        psi = eigh(H, subset_by_index=[0, 0])[1][:, 0]
        old, n = n, (proj @ psi)**2
        if abs(n - old) < 1e-11:
            break
    else:
        raise AssertionError("self-consistency not reached")
    energy = 2 * (psi @ h0 @ psi) + U * n * (1 - n)
    return energy, psi, n, proj


def force_parts(R, atom, state, dX):
    """Well force, Hubbard force from dphi, Hubbard force from dX."""
    _, psi, n, proj = state
    u = x - R[atom]
    dV = -DEPTH[atom] * u / WIDTH**2 * np.exp(-u**2 / (2 * WIDTH**2))
    dphi, _ = orbital_and_overlap_derivative(R, atom)
    X = power(overlap(R), -0.5)
    weight = -U * (1 - 2 * n) * 2 * (proj @ psi)
    return np.array([-2 * np.sum(psi**2 * dV),
                     weight * (psi @ dphi @ X[:, 0]),
                     weight * (psi @ orbitals(R) @ dX[:, 0])])


def energy_force(R, atom, n):
    return -slope(lambda h: ground_state(moved(R, atom, h), n)[0])


# ---- Matrix tests: atom B moves ----
O = overlap(CHAIN)
distance = CHAIN[:, None] - CHAIN[None, :]
assert np.allclose(O, np.exp(-distance**2 / (4 * SIGMA**2)), atol=1e-10)
_, dO = orbital_and_overlap_derivative(CHAIN, 1)
assert np.allclose(dO, slope(lambda h: overlap(moved(CHAIN, 1, h))), atol=1e-7)
X = power(O, -0.5)
D = root_derivatives(O, dO)
numeric = slope(lambda h: power(overlap(moved(CHAIN, 1, h)), -0.5))
assert np.allclose(D["exact"], numeric, atol=1e-7)
for rule in ("left", "right", "symm"):
    assert np.linalg.norm(D[rule] - numeric) > 1e-3
    assert abs(np.trace(D[rule]) - np.trace(numeric)) < 1e-7

# Element ratios in the eigenbasis, against the numerical derivative
lam, V = np.linalg.eigh(O)
ai, aj = np.sqrt(lam)[:, None], np.sqrt(lam)[None, :]
num_e = V.T @ numeric @ V
ratio_left = aj * (ai + aj) / (2 * ai**2)
ratio_symm = (ai**3 + aj**3) * (ai + aj) / (4 * ai**2 * aj**2)
assert np.allclose(V.T @ D["left"] @ V, ratio_left * num_e, atol=1e-6)
assert np.allclose(V.T @ D["symm"] @ V, ratio_symm * num_e, atol=1e-6)

# False change of the projectors' Gram matrix


def gram_slope(dX):
    def gram(h):
        C = X + h * dX
        return C.T @ overlap(moved(CHAIN, 1, h)) @ C
    return slope(gram)


false_slope = V @ (-0.5 * (1 / ai - 1 / aj)**2 * (V.T @ dO @ V)) @ V.T
assert np.allclose(gram_slope(D["exact"]), 0, atol=1e-7)
assert np.allclose(gram_slope(D["left"]), false_slope, atol=1e-7)

# Small-overlap laws, with the exact derivative from a Sylvester equation
s = O - np.eye(3)
comm = s @ dO - dO @ s
double_comm = s @ comm - comm @ s
t = 1e-3
Ot = np.eye(3) + t * s
Xt, inv = power(Ot, -0.5), np.linalg.inv(Ot)
sylvester = solve_sylvester(Xt, Xt, -inv @ (t * dO) @ inv)
small = root_derivatives(Ot, t * dO)
for rule, law in (("left", 3 / 8 * t**2 * comm),
                  ("symm", -5 / 32 * t**3 * double_comm)):
    miss = np.linalg.norm(small[rule] - sylvester - law)
    assert miss < 0.01 * np.linalg.norm(law)

# ---- Force tests in the three-orbital model ----
state = ground_state(CHAIN)
energy, psi, n, proj = state
rules = ("exact", "left", "right", "symm")
total = {rule: np.zeros(3) for rule in rules}
reference = np.zeros(3)
for atom in range(3):
    _, dOa = orbital_and_overlap_derivative(CHAIN, atom)
    Da = root_derivatives(O, dOa)
    for rule in rules:
        total[rule][atom] = force_parts(CHAIN, atom, state, Da[rule]).sum()
    reference[atom] = energy_force(CHAIN, atom, n)
assert np.allclose(total["exact"], reference, atol=1e-6)
assert abs(total["left"][1] - reference[1]) > 1e-3
for rule in rules:                       # the sum rule misses the fault
    assert abs(total[rule].sum()) < 1e-6

parts = force_parts(CHAIN, 1, state, D["exact"])
parts_left = force_parts(CHAIN, 1, state, D["left"])
estimate = force_parts(CHAIN, 1, state, 3 / 8 * comm)[2]

# Dimer A-B: O and dO commute, so the shortcut must pass
dimer = CHAIN[:2]
dimer_state = ground_state(dimer)
_, dO2 = orbital_and_overlap_derivative(dimer, 1)
D2 = root_derivatives(overlap(dimer), dO2)
dimer_parts = force_parts(dimer, 1, dimer_state, D2["left"])
dimer_ref = energy_force(dimer, 1, dimer_state[2])
assert abs(dimer_parts[2]) > 0.01        # the tested term is really present
assert abs(dimer_parts.sum() - dimer_ref) < 1e-6

# Stretched chains
scan = []
for stretch in (1.0, 1.2, 1.4):
    R = stretch * CHAIN
    st = ground_state(R)
    _, dOs = orbital_and_overlap_derivative(R, 1)
    Ds = root_derivatives(overlap(R), dOs)
    good = force_parts(R, 1, st, Ds["exact"]).sum()
    bad = force_parts(R, 1, st, Ds["left"]).sum()
    assert abs(good - energy_force(R, 1, st[2])) < 1e-6
    scan.append((stretch, overlap(R)[0, 1], st[2], good, bad - good))

# ---- Output ----


def row(label, values, unit=""):
    print(f"{label}: " + " ".join(f"{v:.5f}" for v in values) + f" {unit}")


row("positions A B C", CHAIN, "A")
row("well depths A B C", DEPTH, "eV")
print(f"U = {U:.1f} eV, orbital width {SIGMA} A, well width {WIDTH} A")
print(f"hbar^2/2m = {KIN:.5f} eV A^2; grid {len(x)} points, step {DX} A")
row("overlaps AB BC AC", (O[0, 1], O[1, 2], O[0, 2]))
row("eigenvalues of O", lam)
row("dO/dR_B: AB BC AC", (dO[0, 1], dO[1, 2], dO[0, 2]), "1/A")
row("[O,dO]: AB BC AC", (comm[0, 1], comm[1, 2], comm[0, 2]), "1/A")
row("column A of O^(-1/2)", X[:, 0])
for rule in rules:
    row(f"column A of dX/dR_B, {rule}", D[rule][:, 0], "1/A")
row("trace of dX/dR_B, exact and left",
    (np.trace(D["exact"]), np.trace(D["left"])), "1/A")
row("false Gram slope, left: AA BB CC", np.diag(false_slope), "1/A")
row("false Gram slope, left: AB BC AC",
    (false_slope[0, 1], false_slope[1, 2], false_slope[0, 2]), "1/A")
print(f"self-consistent energy = {energy:.6f} eV")
print(f"occupation n per spin = {n:.6f}")
row("|<phi_a|psi>| for A B C", np.abs(orbitals(CHAIN).T @ psi))
row("force on B, exact: well, dphi, dX", parts, "eV/A")
row("force on B, left: well, dphi, dX", parts_left, "eV/A")
row("Hubbard force on B, exact and left",
    (parts[1:].sum(), parts_left[1:].sum()), "eV/A")
row("energy-difference forces A B C", reference, "eV/A")
for rule in rules:
    row(f"total forces A B C, {rule}", total[rule], "eV/A")
for rule in rules[1:]:
    row(f"force errors A B C, {rule}", total[rule] - total["exact"], "eV/A")
print(f"leading-order error on B, left = {estimate:.5f} eV/A")
error_B = total["left"][1] - total["exact"][1]
print(f"error on B / exact Hubbard force = "
      f"{100 * error_B / parts[1:].sum():.2f} %")
print(f"error on B = {error_B * const.e / 1e-10 * 1e12:.3f} pN")
print(f"largest |sum of forces|, all rules = "
      f"{max(abs(total[r].sum()) for r in rules):.1e} eV/A")
print(f"dimer: n = {dimer_state[2]:.5f}, dX force {dimer_parts[2]:.5f} eV/A")
row("dimer force on B, left and energy difference",
    (dimer_parts.sum(), dimer_ref), "eV/A")
for stretch, sab, occ, good, err in scan:
    print(f"stretch {stretch:.1f}: O_AB {sab:.4f}, n {occ:.4f}, "
          f"F_B {good:.4f}, error {err:.5f} eV/A")
print("done: every assertion held")
```

Output:

```
positions A B C: 0.00000 1.40000 3.00000 A
well depths A B C: 18.00000 20.00000 20.00000 eV
U = 5.0 eV, orbital width 0.7 A, well width 0.6 A
hbar^2/2m = 3.80998 eV A^2; grid 96 points, step 0.2 A
overlaps AB BC AC: 0.36788 0.27087 0.01013 
eigenvalues of O: 0.54796 0.99032 1.46172 
dO/dR_B: AB BC AC: -0.52554 0.44223 0.00000 1/A
[O,dO]: AB BC AC: 0.00448 0.00533 0.30504 1/A
column A of O^(-1/2): 1.05930 -0.21124 0.03833 
column A of dX/dR_B, exact: -0.17949 0.32974 0.00381 1/A
column A of dX/dR_B, left: -0.20150 0.40089 -0.14722 1/A
column A of dX/dR_B, right: -0.20150 0.30046 0.16955 1/A
column A of dX/dR_B, symm: -0.20150 0.35067 0.01117 1/A
trace of dX/dR_B, exact and left: -0.15523 -0.15523 1/A
false Gram slope, left: AA BB CC: -0.01389 -0.00003 0.01392 1/A
false Gram slope, left: AB BC AC: 0.01497 -0.02051 0.00470 1/A
self-consistent energy = -35.402242 eV
occupation n per spin = 0.132764
|<phi_a|psi>| for A B C: 0.50810 0.92310 0.55137 
force on B, exact: well, dphi, dX: 0.79632 0.01936 -0.57613 eV/A
force on B, left: well, dphi, dX: 0.79632 0.01936 -0.49914 eV/A
Hubbard force on B, exact and left: -0.55677 -0.47978 eV/A
energy-difference forces A B C: 9.94426 0.23955 -10.18381 eV/A
total forces A B C, exact: 9.94426 0.23955 -10.18381 eV/A
total forces A B C, left: 9.90219 0.31654 -10.21873 eV/A
total forces A B C, right: 10.02337 0.09723 -10.12060 eV/A
total forces A B C, symm: 9.96278 0.20689 -10.16967 eV/A
force errors A B C, left: -0.04207 0.07700 -0.03492 eV/A
force errors A B C, right: 0.07911 -0.14232 0.06321 eV/A
force errors A B C, symm: 0.01852 -0.03266 0.01414 eV/A
leading-order error on B, left = 0.17294 eV/A
error on B / exact Hubbard force = -13.83 %
error on B = 123.361 pN
largest |sum of forces|, all rules = 8.7e-12 eV/A
dimer: n = 0.39107, dX force -0.22383 eV/A
dimer force on B, left and energy difference: -15.28598 -15.28598 eV/A
stretch 1.0: O_AB 0.3679, n 0.1328, F_B 0.2395, error 0.07700 eV/A
stretch 1.2: O_AB 0.2369, n 0.1128, F_B -0.2069, error 0.04503 eV/A
stretch 1.4: O_AB 0.1409, n 0.0746, F_B 0.2513, error 0.01797 eV/A
done: every assertion held
```
